**Charged defects in layer supercells: energy against vacuum thickness**

The program tests the result that a charge $q$ in a periodic layer cell of area $S$ and height $L_z$, neutralized by a uniform background, has an energy that grows as $q^2L_z/(24\epsilon_0S)$ at fixed $S$. The layer is a slab of thickness $d$ with dielectric constants $\epsilon_\parallel$ and $\epsilon_\perp$, and the cell error is the periodic energy minus the isolated one. The program asserts that the slope agrees with a three-dimensional Fourier sum for a bare charge, and that the closed slab energies agree with a numerical Poisson solver. It also asserts the $L^{-3}$ remainder of the wide-cell law, the $1/L$ decay under joint scaling and the logarithmic growth at fixed height. For a rough model of monolayer boron nitride in a 6×6 cell, the output shows a slope of 0.387 eV/nm and an accidental zero of the error at 3.54 nm. Subtracting the model error from independently generated energies leaves at most 0.029 eV between 2 and 10 nm. The well that the background forms in the vacuum is checked by diagonalization at 6 nm, and an added electron is estimated to leak into it above about 5 nm.

## Numerical check

```python
"""
RESULT UNDER TEST
A charge q in a layer, repeated periodically with a uniform neutralizing
background, has an energy that grows with cell height Lz at fixed area S as
    q^2 Lz / (24 eps0 S),
whatever the dielectric response of the layer.  The error (periodic minus
isolated energy) vanishes only if L and Lz both grow with Lz/S -> 0, or if it is
removed with a model that contains the dielectric profile of the layer.

SYMBOLS (lengths in nm, energies in eV, |q| = 1 elementary charge)
L, S     side and area of the hexagonal cell;  Lz  cell height
d        slab thickness;  epar, eperp  in-plane and normal dielectric constants
sigma    in-plane Gaussian width of the charge;  k  in-plane wavevector
COUL     e^2/(4 pi eps0)
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solveh_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc, expit

PI = np.pi
COUL = sc.e / (4 * PI * sc.epsilon_0) * 1e9
HBAR2_M = sc.hbar**2 / sc.m_e / sc.e * 1e18
LAYER = dict(d=0.33, epar=5.0, eperp=3.0, sigma=0.10)
A_LATT = 0.25            # rough lattice constant of monolayer BN
BINDING = 3.0            # rough depth of the occupied level below vacuum
DZ = 0.0025              # grid step of the numerical Poisson solver


def area(L):
    return np.sqrt(3) / 2 * L**2


def hex_norms(max_norm):
    """Nonzero values of n^2+nm+m^2 up to max_norm, with multiplicities."""
    r = int(1.1548 * np.sqrt(max_norm)) + 2
    n = np.arange(-r, r + 1)
    norm = (n[:, None]**2 + n[:, None] * n[None, :] + n[None, :]**2).ravel()
    count = np.bincount(norm[(norm > 0) & (norm <= max_norm)])
    values = np.nonzero(count)[0]
    return values, count[values]


def k_shells(L, sigma):
    g1 = 4 * PI / (np.sqrt(3) * L)
    values, count = hex_norms((6 / sigma / g1)**2)
    return g1 * np.sqrt(values), count


# ---------- derived closed forms for the dielectric slab ----------
def admittance(k, Lz, p):
    load = 1.0 if np.isinf(Lz) else np.tanh(k * (Lz - p["d"]) / 2)
    m = np.sqrt(p["epar"] * p["eperp"])
    t = np.tanh(k * np.sqrt(p["epar"] / p["eperp"]) * p["d"] / 2)
    return m * (load + m * t) / (m + load * t)


def uniform_part(L, Lz, p):
    filled = 1 - (1 - p["d"] / Lz)**3
    return COUL * PI * Lz / (6 * area(L)) * (1 - (1 - 1 / p["eperp"]) * filled)


def lattice_part(L, Lz, p):
    k, count = k_shells(L, p["sigma"])
    terms = count * np.exp(-(k * p["sigma"])**2) / (k * admittance(k, Lz, p))
    return COUL * PI / area(L) * terms.sum()


def isolated(p):
    f = lambda k: np.exp(-(k * p["sigma"])**2) / admittance(k, np.inf, p)
    return COUL / 2 * quad(f, 0, 6 / p["sigma"], epsabs=1e-12,
                           epsrel=1e-12, limit=300)[0]


def cell_error(L, Lz, p=LAYER):
    return uniform_part(L, Lz, p) + lattice_part(L, Lz, p) - isolated(p)


def potential_drop(L, Lz, p=LAYER):
    """Laterally averaged drop from the charged plane to mid-vacuum (V)."""
    h = p["d"] / 2
    path = Lz / 4 - (1 - 1 / p["eperp"]) * (h - h**2 / Lz)
    return 4 * PI * COUL / (2 * area(L)) * path


# ---------- independent numerical Poisson solver on half a cell ----------
def grid_solve(k, Lz, p, spread=0.0, edge=0.0, open_end=False):
    """Returns (charge-potential integral, potential); k=0 adds background."""
    z = np.arange(round(Lz / 2 / DZ) + 1) * DZ
    h = p["d"] / 2
    if edge == 0:
        inside = lambda x: 0.5 * (1 - np.sign(np.round(x - h, 9)))
    else:
        inside = lambda x: expit((h - x) / edge)
    width = np.full(z.size, DZ)
    width[0] = width[-1] = DZ / 2
    if spread == 0:
        source = np.zeros(z.size)
        source[0] = 0.5
    else:
        source = width * np.exp(-z**2 / (2 * spread**2))
        source *= 0.5 / source.sum()
    if k == 0:
        source = source - width / Lz
        k = 1e-3         # fixes the free constant; negligible otherwise
    link = (1 + (p["eperp"] - 1) * inside(z[:-1] + DZ / 2)) / DZ
    diag = k**2 * width * (1 + (p["epar"] - 1) * inside(z))
    diag[:-1] += link
    diag[1:] += link
    if open_end:
        diag[-1] += k
    band = np.zeros((2, z.size))
    band[0, 1:] = -link
    band[1] = diag
    v = solveh_banded(band, 4 * PI * source)
    return 2 * source @ v, v


def grid_cell(L, Lz, p, **shape):
    k, count = k_shells(L, p["sigma"])
    total = grid_solve(0, Lz, p, **shape)[0]
    for kk, c in zip(k, count):
        total += c * np.exp(-(kk * p["sigma"])**2) \
            * grid_solve(kk, Lz, p, **shape)[0]
    return COUL * total / (2 * area(L))


def grid_isolated(p, **shape):
    x, w = np.polynomial.legendre.leggauss(100)
    kmax = 6 / p["sigma"]
    total = 0.0
    for kk, ww in zip(kmax * (x + 1) / 2, w * kmax / 2):
        total += ww * kk * np.exp(-(kk * p["sigma"])**2) \
            * grid_solve(kk, 2.0, p, open_end=True, **shape)[0]
    return COUL * total / (4 * PI)


L6, L12 = 6 * A_LATT, 12 * A_LATT
slope6 = COUL * PI / (6 * area(L6))
slope12 = COUL * PI / (6 * area(L12))


# TEST: bare spherical Gaussian charge, full three-dimensional Fourier sum
def bare_cell(L, Lz, sigma):
    k, count = k_shells(L, sigma)
    k, count = np.append(0.0, k), np.append(1, count)
    n = int(6 / sigma * Lz / (2 * PI)) + 1
    g2 = k[:, None]**2 + (2 * PI / Lz * np.arange(-n, n + 1))[None, :]**2
    g2[0, n] = np.inf    # omitted zero-wavevector term = background
    return COUL * 2 * PI / (area(L) * Lz) * (
        count[:, None] * np.exp(-np.where(np.isinf(g2), 0, g2) * sigma**2)
        / g2).sum()


bare_slope = (bare_cell(L6, 30.0, 0.1) - bare_cell(L6, 20.0, 0.1)) / 10
# the finite width of the charge changes this slope by about 2e-4
assert abs(bare_slope / slope6 - 1) < 1e-3

# TEST: closed slab energies against the numerical Poisson solver
closed_iso, grid_iso = isolated(LAYER), grid_isolated(LAYER)
assert abs(closed_iso - grid_iso) < 1e-3      # second-order grid error
grid_diff = 0.0
for height in (2.0, 5.0):
    closed = uniform_part(L6, height, LAYER) + lattice_part(L6, height, LAYER)
    grid_diff = max(grid_diff, abs(closed - grid_cell(L6, height, LAYER)))
assert grid_diff < 1e-3


# TEST: planar Madelung constant, two Ewald splittings
def madelung(eta):
    side = np.sqrt(2 / np.sqrt(3))            # unit area
    values, count = hex_norms(150)
    r = side * np.sqrt(values)
    k = 4 * PI / (np.sqrt(3) * side) * np.sqrt(values)
    v = (count * erfc(r / (2 * eta)) / r).sum()
    v += 2 * PI * (count * erfc(k * eta) / k).sum()
    return -(v - 1 / (np.sqrt(PI) * eta) - 4 * np.sqrt(PI) * eta) / 2


M = madelung(0.25)
assert abs(M - madelung(0.35)) < 1e-9


def wide_cell_law(L, Lz, p=LAYER):
    s = area(L)
    return COUL * (PI * Lz / (6 * s) - M / np.sqrt(s)
                   + PI * p["d"] * (p["epar"] - 1) / (2 * s))


# TEST: what the wide-cell law omits must fall as 1/L^3
rest20 = cell_error(20.0, 40.0) - wide_cell_law(20.0, 40.0)
rest40 = cell_error(40.0, 80.0) - wide_cell_law(40.0, 80.0)
rest_ratio = rest20 / rest40
assert abs(rest_ratio - 8) < 0.3

# TEST: joint scaling Lz = L removes the error as 1/L
joint_ratio = cell_error(24.0, 24.0) / cell_error(48.0, 48.0)
assert 1.85 < joint_ratio < 2.0

# TEST: widening at fixed height gives logarithmic growth
eps_eff = 1 + (LAYER["epar"] - 1) * LAYER["d"] / 2.0
log_found = cell_error(80.0, 2.0) - cell_error(40.0, 2.0)
log_law = COUL * np.log(2) / (eps_eff * 2.0)
assert abs(log_found / log_law - 1) < 0.02    # 1/S terms remain

# TEST: correct data made with another charge shape and soft slab edges
heights = np.array([2.0, 3.0, 4.0, 6.0, 8.0, 10.0])
data_layer = dict(LAYER, sigma=0.12)
shape = dict(spread=0.06, edge=0.02)
data_iso = grid_isolated(data_layer, **shape)
data = np.array([grid_cell(L6, h, data_layer, **shape) for h in heights])
raw = data - data_iso
model = np.array([cell_error(L6, h) for h in heights])
left = raw - model
data_slope = (data[-1] - data[-2]) / (heights[-1] - heights[-2])
assert abs(data_slope / slope6 - 1) < 0.01    # 1/Lz terms remain
assert np.ptp(left) < 0.03 * np.ptp(raw)
assert np.abs(left).max() < 0.05 * np.ptp(raw)

# TEST: drop into the vacuum well and its zero-point energy (added electron)
v_half = COUL / area(L6) * grid_solve(0, 6.0, LAYER)[1]
assert abs((v_half[0] - v_half[-1]) / potential_drop(L6, 6.0) - 1) < 1e-3


def zero_point(L, Lz):
    return 0.5 * np.sqrt(HBAR2_M * 4 * PI * COUL / (area(L) * Lz))


well = np.concatenate([v_half, v_half[-2::-1]])[1:-1]
kin = HBAR2_M / (2 * DZ**2)
ground = eigh_tridiagonal(well + 2 * kin, np.full(well.size - 1, -kin),
                          eigvals_only=True, select="i",
                          select_range=(0, 0))[0]
zp_found = ground - v_half[-1]
assert abs(zp_found / zero_point(L6, 6.0) - 1) < 0.01


def leak_margin(Lz, L):
    """Defect level minus vacuum-well ground state; positive means leakage."""
    shift = 2 * (lattice_part(L, Lz, LAYER) - closed_iso)
    return potential_drop(L, Lz) + shift - zero_point(L, Lz) - BINDING


onset6 = brentq(leak_margin, 1.0, 100.0, args=(L6,))
onset12 = brentq(leak_margin, 1.0, 100.0, args=(L12,))
crossing = brentq(lambda h: cell_error(L6, h), 1.0, 20.0)
base = cell_error(L6, 4.0)
kT = sc.k * 300 / sc.e
decades = (cell_error(L6, 4.0) - cell_error(L6, 2.0)) / (kT * np.log(10))
d_new = 0.28             # thinner slab with the same two polarizabilities
thin = dict(LAYER, d=d_new,
            epar=1 + LAYER["d"] * (LAYER["epar"] - 1) / d_new,
            eperp=1 / (1 - LAYER["d"] * (1 - 1 / LAYER["eperp"]) / d_new))
field = 4 * PI * COUL / (2 * area(L6)) * (1 - LAYER["d"] / 4.0)
h = LAYER["d"] / 2
half_drop = 4 * PI * COUL / (2 * area(L6)) * (h - h**2 / 4.0) / LAYER["eperp"]
ha_bohr = sc.physical_constants["Hartree energy in eV"][0] \
    / (sc.physical_constants["Bohr radius"][0] * 1e9)

print("Rough BN-like layer: d = %.2f nm, epar = %.1f, eperp = %.1f, "
      "sigma = %.2f nm" % tuple(LAYER[x] for x in
                                ("d", "epar", "eperp", "sigma")))
print("Lattice constant %.2f nm; level depth %.1f eV" % (A_LATT, BINDING))
print("6x6 cell: L = %.2f nm, S = %.4f nm^2" % (L6, area(L6)))
print("12x12 cell: L = %.2f nm, S = %.4f nm^2" % (L12, area(L12)))
print("e^2/(4 pi eps0) = %.5f eV nm" % COUL)
print("Slope with vacuum, 6x6: %.4f eV/nm = %.4e Ha/bohr"
      % (slope6, slope6 / ha_bohr))
print("Slope with vacuum, 12x12: %.4f eV/nm" % slope12)
print("Slope, bare charge, 3D Fourier sum, 6x6: %.4f eV/nm" % bare_slope)
print("Slope, soft-edged slab data, 8 to 10 nm: %.4f eV/nm" % data_slope)
print("Isolated energy: closed %.4f eV, grid %.4f eV" % (closed_iso, grid_iso))
print("Largest closed-minus-grid cell energy: %.1e eV" % grid_diff)
print("6x6 cell, independent data: Lz | raw error | model | left over")
for row in zip(heights, raw, model, left):
    print("  %5.1f nm | %7.3f eV | %7.3f eV | %7.4f eV" % row)
print("Accidental zero of the model error, 6x6: Lz = %.2f nm" % crossing)
print("Planar hexagonal Madelung constant M = %.6f" % M)
print("Wide-cell law at 6x6, Lz = 4 nm: %.3f eV (full model %.3f eV)"
      % (wide_cell_law(L6, 4.0), base))
print("Remainder of wide-cell law, L = 20 over 40 nm: ratio %.3f" % rest_ratio)
print("Cell side L | error with Lz = L | error with Lz = 2 nm")
for side in (1.5, 3.0, 6.0, 12.0, 24.0, 48.0):
    print("  %5.1f nm | %7.3f eV | %7.3f eV"
          % (side, cell_error(side, side), cell_error(side, 2.0)))
print("Joint scaling, error at 24 nm over error at 48 nm: %.3f" % joint_ratio)
print("Fixed Lz = 2 nm: eps_eff = %.3f" % eps_eff)
print("  growth from L = 40 to 80 nm: %.4f eV (log law %.4f eV)"
      % (log_found, log_law))
print("Rate shift at 300 K from error change, Lz 2 to 4 nm: %.1f decades"
      % decades)
print("Change of 6x6 error at Lz = 4 nm if:")
print("  lattice also screens (epar 7, eperp 3.5): %+.3f eV"
      % (cell_error(L6, 4.0, dict(LAYER, epar=7.0, eperp=3.5)) - base))
print("  charge width is 0.15 nm: %+.3f eV"
      % (cell_error(L6, 4.0, dict(LAYER, sigma=0.15)) - base))
print("  slab is 0.28 nm thick, same polarizabilities: %+.3f eV"
      % (cell_error(L6, 4.0, thin) - base))
print("Artificial field at layer surface, 6x6, 4 nm: %.1f MV/cm" % (10 * field))
print("Artificial drop across half the layer: %.3f V" % half_drop)
print("Drop to mid-vacuum, 6x6, Lz = 6 nm: %.3f V" % potential_drop(L6, 6.0))
print("Zero-point energy of that well: %.4f eV (diagonalized %.4f eV)"
      % (zero_point(L6, 6.0), zp_found))
print("Electron leaks into vacuum above Lz = %.2f nm (6x6)" % onset6)
print("Electron leaks into vacuum above Lz = %.2f nm (12x12)" % onset12)
print("ALL CHECKS PASSED")
```

Output:

```
Rough BN-like layer: d = 0.33 nm, epar = 5.0, eperp = 3.0, sigma = 0.10 nm
Lattice constant 0.25 nm; level depth 3.0 eV
6x6 cell: L = 1.50 nm, S = 1.9486 nm^2
12x12 cell: L = 3.00 nm, S = 7.7942 nm^2
e^2/(4 pi eps0) = 1.43996 eV nm
Slope with vacuum, 6x6: 0.3869 eV/nm = 7.5247e-04 Ha/bohr
Slope with vacuum, 12x12: 0.0967 eV/nm
Slope, bare charge, 3D Fourier sum, 6x6: 0.3869 eV/nm
Slope, soft-edged slab data, 8 to 10 nm: 0.3855 eV/nm
Isolated energy: closed 2.3758 eV, grid 2.3757 eV
Largest closed-minus-grid cell energy: 1.1e-04 eV
6x6 cell, independent data: Lz | raw error | model | left over
    2.0 nm |  -0.597 eV |  -0.580 eV | -0.0169 eV
    3.0 nm |  -0.227 eV |  -0.206 eV | -0.0217 eV
    4.0 nm |   0.151 eV |   0.175 eV | -0.0242 eV
    6.0 nm |   0.915 eV |   0.942 eV | -0.0269 eV
    8.0 nm |   1.684 eV |   1.712 eV | -0.0282 eV
   10.0 nm |   2.455 eV |   2.484 eV | -0.0290 eV
Accidental zero of the model error, 6x6: Lz = 3.54 nm
Planar hexagonal Madelung constant M = 1.960516
Wide-cell law at 6x6, Lz = 4 nm: 1.058 eV (full model 0.175 eV)
Remainder of wide-cell law, L = 20 over 40 nm: ratio 7.955
Cell side L | error with Lz = L | error with Lz = 2 nm
    1.5 nm |  -0.761 eV |  -0.580 eV
    3.0 nm |  -0.479 eV |  -0.568 eV
    6.0 nm |  -0.285 eV |  -0.331 eV
   12.0 nm |  -0.159 eV |  -0.046 eV
   24.0 nm |  -0.084 eV |   0.251 eV
   48.0 nm |  -0.044 eV |   0.551 eV
Joint scaling, error at 24 nm over error at 48 nm: 1.938
Fixed Lz = 2 nm: eps_eff = 1.660
  growth from L = 40 to 80 nm: 0.3003 eV (log law 0.3006 eV)
Rate shift at 300 K from error change, Lz 2 to 4 nm: 12.7 decades
Change of 6x6 error at Lz = 4 nm if:
  lattice also screens (epar 7, eperp 3.5): +0.148 eV
  charge width is 0.15 nm: +0.019 eV
  slab is 0.28 nm thick, same polarizabilities: +0.016 eV
Artificial field at layer surface, 6x6, 4 nm: 42.6 MV/cm
Artificial drop across half the layer: 0.245 V
Drop to mid-vacuum, 6x6, Lz = 6 nm: 6.468 V
Zero-point energy of that well: 0.1717 eV (diagonalized 0.1717 eV)
Electron leaks into vacuum above Lz = 5.13 nm (6x6)
Electron leaks into vacuum above Lz = 15.86 nm (12x12)
ALL CHECKS PASSED
```
